# Elastic energy of a coherent cubic stripe on (001)

A cubic film grows coherently on the (001) face of a much thicker cubic substrate, so the film's in-plane lattice spacing equals the substrate's. The film is then cut through into a long, narrow stripe along the cube axis [100]. The cut frees the side faces, while the substrate still holds the length of the stripe. How much of the elastic energy remains?

Take $x$ along the stripe, $y$ across it and $z$ upward, all along cube axes. Strains are measured from the relaxed lattice of the film material. With relaxed lattice parameters $a_f$ (film) and $a_s$ (substrate), the misfit strain is $e=(a_s-a_f)/a_f$, which is negative for a film under compression. Tensile stress is positive, and energy densities are per unit volume of relaxed material. Linear elasticity is assumed, with one uniform, dislocation-free crystal in the film. In terms of the stiffnesses $C_{11},C_{12},C_{44}$ and the engineering shears $\gamma_{ij}=2e_{ij}$, the energy density is

$$U=\tfrac12C_{11}(e_{xx}^2+e_{yy}^2+e_{zz}^2)+C_{12}(e_{xx}e_{yy}+e_{yy}e_{zz}+e_{zz}e_{xx})+\tfrac12C_{44}(\gamma_{yz}^2+\gamma_{xz}^2+\gamma_{xy}^2).$$

Each stress is the derivative of $U$ with respect to its strain. The crystal is stable, meaning $U>0$ for every nonzero strain, when $C_{11}-C_{12}>0$, $C_{11}+2C_{12}>0$ and $C_{44}>0$.

## (a) The uncut film

**Find the stress and the energy density $U_0$ of the film before it is cut.**

The substrate imposes $e_{xx}=e_{yy}=e$ and $\gamma_{xy}=0$. The top face is free, so $\sigma_{zz}=\sigma_{xz}=\sigma_{yz}=0$. Since $\sigma_{xz}=C_{44}\gamma_{xz}$ and $\sigma_{yz}=C_{44}\gamma_{yz}$, these shears vanish. The normal condition is

$$\sigma_{zz}=C_{11}e_{zz}+2C_{12}e=0\quad\Rightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}\,e .$$

The two in-plane stresses are equal:

$$\sigma_0=(C_{11}+C_{12})e+C_{12}e_{zz}=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}\,e .$$

The numerator factorizes, because $(C_{11}-C_{12})(C_{11}+2C_{12})=C_{11}^2+C_{11}C_{12}-2C_{12}^2$. Hence

$$\sigma_0=Me,\qquad M=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}} .$$

As $U$ is quadratic in the strains, it equals half the sum of stress times strain. The $z$ term vanishes and the two in-plane terms are equal, so

$$U_0=\tfrac12(\sigma_0e+\sigma_0e)=Me^2 .$$

## (b) The cut stripe

**The stripe is now fully relaxed across its width: its side faces carry no traction and the transverse stress has fallen to zero. Find its energy density $U_1$ and the retained fraction $f=U_1/U_0$. Between which limits can $f$ lie?**

Consider a region far from the foot, where the stripe joins the substrate, and far from its two ends. The strain there is uniform. The length is still held, so $e_{xx}=e$. The free sides require $\sigma_{yy}=\sigma_{xy}=\sigma_{yz}=0$ and the free top requires $\sigma_{zz}=\sigma_{xz}=0$. All shear stresses vanish, hence all shears do, and $C_{44}$ drops out. Two equations remain:

$$C_{11}e_{yy}+C_{12}(e+e_{zz})=0,\qquad C_{11}e_{zz}+C_{12}(e+e_{yy})=0 .$$

Subtracting them gives $(C_{11}-C_{12})(e_{yy}-e_{zz})=0$. Stability excludes $C_{11}=C_{12}$, so the two strains are equal, and either equation then gives

$$e_{yy}=e_{zz}=-\nu e,\qquad \nu=\frac{C_{12}}{C_{11}+C_{12}} .$$

Here $\nu$ is Poisson's ratio for a stress along [100]. The remaining stress is

$$\sigma_{xx}=C_{11}e-2C_{12}\nu e=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}+C_{12}}\,e=Ee,$$

$$E=\frac{(C_{11}-C_{12})(C_{11}+2C_{12})}{C_{11}+C_{12}} ,$$

where $E$ is Young's modulus along [100]. Only $\sigma_{xx}$ contributes to the energy, so $U_1=\tfrac12Ee^2$. The numerators of $E$ and $M$ are identical and cancel:

$$f=\frac{U_1}{U_0}=\frac{E}{2M}=\frac{C_{11}}{2(C_{11}+C_{12})}=\frac{1-\nu}{2} .$$

The factor $\tfrac12$ appears because one stressed direction remains instead of two. The factor $1-\nu=E/M$ appears because the stripe can now also respond sideways to the strain along its length, which lowers the stress $\sigma_{xx}$ when $\nu>0$.

With $r=C_{12}/C_{11}$ the fraction is $f=1/[2(1+r)]$. The stability conditions imply $C_{11}>0$ and $-\tfrac12<r<1$, so $\tfrac14<f<1$, with neither end reached. If $C_{12}=0$, the directions decouple and $f=\tfrac12$. Neither the sign nor the size of $e$ enters, as long as linear elasticity holds.

## (c) Where the energy goes, and what "relaxed" means

**Account for the lost energy by following the side faces as they are unloaded. Then find the retained fraction if "relaxed" were taken to mean $e_{yy}=0$ instead of $\sigma_{yy}=0$.**

Imagine external tractions that hold the side faces at first and are then slowly reduced. The stress $\sigma_{yy}$ falls from $\sigma_0$ to zero, while $e_{yy}$ goes from $e$ to $-\nu e$. The stress $\sigma_{xx}$ does no work because $e_{xx}$ is fixed, and $\sigma_{zz}$ is zero throughout. The response is linear, so the mean side stress is $\sigma_0/2$, and the energy given up per volume is

$$-\int\sigma_{yy}\,de_{yy}=\frac{\sigma_0}{2}\,\bigl[e-(-\nu e)\bigr]=\tfrac12Me^2(1+\nu)=\frac{1+\nu}{2}\,U_0 .$$

This is positive for either sign of $e$, and it leaves $U_0(1-\nu)/2$, in agreement with (b).

Now suppose instead that the width returns to its relaxed value, $e_{yy}=0$, with the top free. Then $C_{11}e_{zz}+C_{12}e=0$ gives $e_{zz}=-C_{12}e/C_{11}$, and $\sigma_{xx}=(C_{11}-C_{12}^2/C_{11})e$. The $y$ term in the energy vanishes because $e_{yy}=0$, and the $z$ term because $\sigma_{zz}=0$. The fraction is therefore

$$\frac{\tfrac12(C_{11}^2-C_{12}^2)/C_{11}}{(C_{11}-C_{12})(C_{11}+2C_{12})/C_{11}}=\frac{C_{11}+C_{12}}{2(C_{11}+2C_{12})} .$$

This state needs a side stress $\sigma_{yy}=C_{12}(e+e_{zz})=C_{12}(1-C_{12}/C_{11})e$, which free faces cannot supply unless $C_{12}=0$. A free stripe under lengthwise compression passes beyond its relaxed width when $\nu>0$. The result of (b) therefore belongs to zero transverse stress.

## (d) A stripe attached to its substrate

**The foot of a real stripe cannot relax freely. Does it raise or lower the stored energy, and how does the mean retained fraction depend on height $h$ and width $w$ when the stripe is tall?**

For a long stripe, the displacements from the coherent state do not depend on $x$, so $e_{xx}=e$ at every point of the stripe. Write the local strain as the state of (b) plus a deviation $\delta$ with $\delta_{xx}=0$. Expanding the quadratic energy gives

$$U=U_1+\sum_{ij}\sigma^{(1)}_{ij}\delta_{ij}+U(\delta),$$

where $\sigma^{(1)}$ is the stress of (b). Its only nonzero component is $\sigma_{xx}$, which multiplies $\delta_{xx}=0$, so the linear term vanishes. By stability $U(\delta)\ge0$. Every point of the stripe therefore stores at least $U_1$, and the foot can only raise the energy. There is also an upper bound. The unrelaxed coherent state, with the substrate unstrained, is an admissible trial state, so the energy of stripe and substrate together cannot exceed $U_0$ times the stripe's volume.

Next, cut a tall stripe in thought along a horizontal plane. The part above has free sides and a free top, so the tractions on the cut have no resultant force or moment in the $yz$ plane. By Saint-Venant's principle, such a balanced disturbance dies out over a distance of the order of $w$. Linear elasticity contains no other length, so the excess energy per unit length of stripe must be $c\,Me^2w^2$. The number $c$ depends on the stiffness ratios of the film and substrate. Dividing by $Me^2wh$ gives the mean fraction

$$\bar f\simeq f+c\,\frac{w}{h}\qquad(h\gg w).$$

A finite-element solution of the cross-section supplies $c$. It uses $w=10$ nm, the constants of part (f), and the same stiffness in the substrate. The energies in units of $U_0$ times the stripe's volume are:

| $h$ (nm) | stripe | stripe and substrate |
|---|---|---|
| 1 | 0.614 | 0.724 |
| 5 | 0.415 | 0.456 |
| 10 | 0.389 | 0.411 |
| 20 | 0.375 | 0.386 |
| 40 | 0.368 | 0.373 |

The heights 20 and 40 nm both give $c=0.0288$, as the law requires. With $f=0.3605$, the law predicts $0.3605+0.0288=0.389$ at 10 nm, which agrees with the table. At 5 nm it predicts 0.418 instead of 0.415, and at 1 nm it predicts 0.648 instead of 0.614. The law fails there because the free top lies within the disturbed region.

In the 40 nm stripe, the layer 1 nm above the foot retains 0.454. The fraction is 0.364 at 5 nm and 0.361 at 10 nm. One width above the foot, the energy density is thus close to that of the free stripe. The strain is singular at the corners of the foot, so these values converge slowly with the mesh. Refining the mesh strongly toward the corners lowers $c$ to about 0.0281. It lowers the entries of the table by about 0.005 at 1 nm, by up to 0.002 at 5 nm and by at most 0.001 for the taller stripes, and the value in the layer 1 nm above the foot by 0.002. The law and the height at which it fails are not affected.

## (e) A stripe along [110]

**Repeat the calculation for a stripe along [110] on the same film. When does it retain more than a stripe along [100]?**

The film's in-plane strain is the same in all in-plane directions, so $U_0$ is unchanged and the strain held along the new stripe is again $e$. The sides and top are free, which leaves a single tensile or compressive stress $\sigma$ along the unit vector $n=(1,1,0)/\sqrt2$. In cube axes its components are $\sigma_{ij}=\sigma n_in_j$, so $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=\sigma/2$.

Part (b) gives the compliances for a stress along a cube axis: $S_{11}=1/E$ and $S_{12}=-\nu/E$. Their sum is $(1-\nu)/E=1/M$. Hence

$$e_{xx}=e_{yy}=\frac{\sigma}{2}(S_{11}+S_{12})=\frac{\sigma}{2M},\qquad \gamma_{xy}=\frac{\sigma}{2C_{44}} .$$

The strain along the stripe is

$$e=\sum_{ij}n_in_je_{ij}=\tfrac12(e_{xx}+e_{yy}+\gamma_{xy})=\sigma\left(\frac1{2M}+\frac1{4C_{44}}\right).$$

The bracket is $1/E_{110}$. The energy density is $\tfrac12E_{110}e^2$, so the fraction is

$$f_{110}=\frac{E_{110}}{2M}=\frac{1}{1+M/(2C_{44})}=\frac{2C_{44}}{2C_{44}+M} .$$

At fixed $C_{11}$ and $C_{12}$ this increases with $C_{44}$. If $2C_{44}=C_{11}-C_{12}$, the condition for elastic isotropy, then

$$f_{110}=\frac{1}{1+(C_{11}+2C_{12})/C_{11}}=\frac{C_{11}}{2(C_{11}+C_{12})}=f .$$

It follows that the [110] stripe retains more when $2C_{44}>C_{11}-C_{12}$, and less when the inequality is reversed.

## (f) A silicon-germanium fin

**Evaluate the results for a fin with about 30% germanium on silicon. Take $e=-0.012$, $w=10$ nm, $h=40$ nm and length 2000 nm, with rough typical constants $C_{11}=155$, $C_{12}=60$ and $C_{44}=76$ GPa.**

The moduli are

$$M=\frac{(155-60)(155+120)}{155}=168.5\ \text{GPa},\qquad E=\frac{95\times275}{215}=121.5\ \text{GPa},$$

and $\nu=60/215=0.279$. The uncut film has $\sigma_0=168.5\times(-0.012)=-2.02$ GPa and

$$U_0=168.5\ \text{GPa}\times(0.012)^2=24.3\ \text{MJ/m}^3 .$$

For the free stripe along [100],

$$f=\frac{155}{2\times215}=0.360,\qquad U_1=\tfrac12\times121.5\ \text{GPa}\times(0.012)^2=8.75\ \text{MJ/m}^3 .$$

The diamond lattice has eight atoms per cube of side $a_f=0.5496$ nm. Per atom, the energy falls from 3.14 to 1.13 meV. The compressive stress along the fin falls to $-1.46$ GPa, while the transverse strain changes from $-0.0120$ to $+0.0033$. The width grows by 0.15 nm.

The side faces account for the difference:

$$\tfrac12\times2.023\ \text{GPa}\times(0.0120+0.00335)=15.5\ \text{MJ/m}^3=(24.27-8.75)\ \text{MJ/m}^3 .$$

The reading $e_{yy}=0$ would have given a fraction of 0.391. Along [110] the fraction is $152/(152+168.5)=0.474$. It is larger than along [100] because $2C_{44}=152$ GPa exceeds $C_{11}-C_{12}=95$ GPa.

## (g) What the model leaves out

**Estimate the main corrections for this fin, and decide whether its coherence can be taken for granted.**

*Foot and ends.* The foot raises the mean fraction from 0.360 to about 0.368 (0.3675 on the refined mesh). A substrate 7% stiffer adds only 0.0003. The free ends act the other way. A lengthwise section with a rigid foot and no stress across the thin wall loses about 3.5% of $U_1$, equivalent to about 35 nm of stripe at each end. Refining the mesh toward the corner raises these to 3.55% and 35.5 nm. A shorter fin of the same height would lose a larger share.

*Finite strain.* Third-order elasticity adds terms proportional to $e^3$ to both energies, so the fraction changes in proportion to $e$ at leading order. With rough silicon-like constants $C_{111}=-800$, $C_{112}=-450$ and $C_{123}=-60$ GPa, it becomes 0.350, about 3% below the linear value. An error of 5% in $C_{12}$ matters less: raising $C_{12}$ by that amount gives 0.356. A tall wall under lengthwise compression can also buckle sideways, which linear elasticity leaves out. A thin-plate estimate with a clamped foot places this near $h/w=11$ for the present misfit. A foot on an elastic substrate can rotate, so this is an upper estimate; a freely hinged foot gives about 7. The fin, with $h/w=4$, is below both values, but the tall-stripe law of part (d) cannot be extended past the buckling limit for a compressed stripe.

*Surface stress.* Suppose that each side wall has a tensile surface stress $\tau=1$ N/m, a rough value. Balance of forces on a horizontal cut requires $\sigma_{zz}w+2\tau=0$, so the core carries $\sigma_{zz}=-0.20$ GPa. With $e_{xx}$ held and $\sigma_{yy}=0$, part (d) shows that the core energy has no linear change. To find the quadratic one, set the added strain along $x$ to zero: $\delta\sigma_{xx}-\nu\sigma_{zz}=0$. Then $\delta_{zz}=(\sigma_{zz}-\nu\,\delta\sigma_{xx})/E=(1-\nu^2)\sigma_{zz}/E$, and

$$\Delta U=\frac{(1-\nu^2)\sigma_{zz}^2}{2E},$$

which is 1.7% of $U_1$. This figure is for the core only. Straining the two side walls adds a surface energy of about $2\tau(e_{xx}+e_{zz})/w=-2.0$ MJ/m³ per volume of stripe, measured from the unstrained surfaces. Its size is 23% of $U_1$, so it must be counted whenever the strain-dependent energy of so thin a fin is needed. The energy of creating the unstrained walls is not included here. At a rough 1 J/m² per wall it is about 200 MJ/m³, far larger than all the elastic terms.

*Temperature.* If the film expands faster than silicon by a rough 0.8 ppm/K, heating by 600 K makes the compressive misfit 4% larger. At fixed stiffness, both energies rise by about 8%, since $1.04^2\approx1.08$, and their ratio stays the same.

*Dislocations.* Consider the uncut film again, and a dislocation that threads through it and leaves a misfit segment at the interface as it moves. For a 60° dislocation, half of the Burgers vector $b=a_f/\sqrt2=0.389$ nm lies in the interface perpendicular to the segment. The misfit stress thus does work $|\sigma_0|hb/2$ per unit length of new segment. The cost is estimated from the isotropic line energy, with an average shear modulus $\mu=(C_{11}-C_{12}+3C_{44})/5=64.6$ GPa and a rough core term of 1 beside the logarithm. Equating the two gives

$$\frac{|\sigma_0|hb}{2}=\frac{\mu b^2(1-\nu/4)}{4\pi(1-\nu)}\left[\ln\frac hb+1\right].$$

The factor $\nu/4$ is $\nu\cos^260^\circ$. The solution with $h>b$ is $h\approx11$ nm; core terms of 0.5 and 2 would give about 9 and 14 nm. In this estimate, a 40 nm film is well beyond its equilibrium coherent thickness. Its coherence is metastable and depends on dislocations being slow to form or move, as they can be at low growth temperature. The threshold for a fin that has already been cut is not calculated here.

*The real case.* The composition, misfit and dimensions are in the range of silicon-germanium fins for transistors. One assumption that such a fin may break is the direction: a fin on a (001) wafer can also run along [110], which moves the ideal fraction from 0.360 to 0.474. Real fins may also be tapered, or clad in oxide and gate material that exerts traction on the side walls. The condition $\sigma_{yy}=0$ then fails, by an amount that depends on the cladding. Within linear elasticity, the value 0.360 applies to a bare, coherent [100] fin with these constants, well above its foot and away from its ends. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
C11, C12, C44 = 155, 60, 76 GPa (rough)
misfit strain e = -0.0120
width, height, length = 10, 40, 2000 nm
lattice parameter, substrate and film = 0.5430, 0.5496 nm
biaxial modulus M = 168.55 GPa
Young modulus E along [100] = 121.51 GPa
Poisson ratio nu = 0.2791
film strain ezz = 0.00929
stripe strain eyy = ezz = 0.00335
film in-plane stress = -2.023 GPa
stripe stress along x = -1.458 GPa
width change on relaxing = 0.153 nm
film energy density U0 = 24.27 MJ/m3
film energy per atom = 3.144 meV
stripe energy density U1 = 8.75 MJ/m3
stripe energy per atom = 1.133 meV
energy released by side faces = 15.52 MJ/m3
retained fraction, relaxed tensor = 0.36047
retained fraction, formula = 0.36047
fraction if eyy were zero instead = 0.39091
fraction for a stripe along [110] = 0.47419
Attached stripe, finite elements (fractions of U0):
height 1 nm: stripe 0.6142, with substrate 0.7235
height 5 nm: stripe 0.4145, with substrate 0.4561
height 10 nm: stripe 0.3892, with substrate 0.4110
height 20 nm: stripe 0.3749, with substrate 0.3858
height 40 nm: stripe 0.3677, with substrate 0.3731
40 nm stripe, layer at 1.0 nm: 0.4536
40 nm stripe, layer at 2.5 nm: 0.3771
40 nm stripe, layer at 5.0 nm: 0.3644
40 nm stripe, layer at 10.0 nm: 0.3606
40 nm stripe, mean of upper half = 0.360465
foot coefficient c, heights 20 and 40 nm = 0.02879, 0.02879
shift on halving the mesh = -0.00013
shift on doubling the domain = -0.000018
stripe mean, substrate 7% stiffer = 0.3680
Neglected effects:
energy lost at two free ends = 3.50 % of U1
lost length per end = 35.0 nm
third-order constants = -800, -450, -60 GPa (rough)
fraction with third-order elasticity = 0.3495
surface stress = 1.0 N/m (rough)
core stress from side walls = -0.20 GPa
core energy change from it = 1.73 % of U1
fraction with C12 raised 5% = 0.3555
expansion difference = 0.8 ppm/K (rough)
misfit change on heating 600 K = 4.0 % of e
Burgers vector = 0.389 nm
average shear modulus = 64.6 GPa
equilibrium critical thickness, film = 11.1 nm
```
